# The Born solvation energy and entropy of an ion: test program

```python
# Born solvation of a charged sphere in a linear dielectric (SI units).
# Result under test: dG = -K (1 - 1/eps), K = q^2 / (8 pi eps0 a),
# dS = (K / eps^2) d(eps)/dT at fixed radius, dH = dG + T dS.
# q: ion charge, a: sphere radius, eps: relative permittivity, T: temperature.
# Independent road: the solvent is cut into concentric shells with unknown
# radial polarization; Coulomb energy plus local polarization cost is minimized.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

eps0, kB, e, NA = const.epsilon_0, const.k, const.e, const.N_A
coulomb = 1 / (4 * np.pi * eps0)


def born_K(q, a):
    return q**2 / (8 * np.pi * eps0 * a)


def born_G(q, a, eps):
    return -born_K(q, a) * (1 - 1 / eps)


def born_S(q, a, eps, slope, expansion=0.0):
    K = born_K(q, a)
    return K * slope / eps**2 - K * (1 - 1 / eps) * expansion


def shell_solvent(q, a, eps, outer, n=60):
    """Minimize the energy over the charge s displaced across each shell."""
    r = np.geomspace(a, outer, n + 1)
    pair = coulomb / np.maximum.outer(r, r)
    faces = np.zeros((n + 1, n))
    index = np.arange(n)
    faces[index, index] = -1
    faces[index + 1, index] = 1
    local = np.diag(coulomb / (eps - 1) * (1 / r[:-1] - 1 / r[1:]))
    drive = q * faces.T @ (coulomb / r)
    s = np.linalg.solve(faces.T @ pair @ faces + local, -drive)
    bound = faces @ s
    result = dict(r=r, s=s, bound=bound)
    result["potential"] = np.sum(coulomb * bound / r)
    result["interaction"] = q * result["potential"]
    result["mutual"] = 0.5 * bound @ pair @ bound
    result["local"] = 0.5 * s @ local @ s
    result["G"] = result["interaction"] + result["mutual"] + result["local"]
    return result


def close(x, y, rtol=5e-6):
    # The outer solvent boundary at 1e6 radii alone causes a 1e-6 deviation.
    return np.isclose(x, y, rtol=rtol, atol=0)


q, a, T, eps, slope = e, 0.2e-9, 300.0, 80.0, -0.4
outer = 1e6 * a
K, G = born_K(q, a), born_G(q, a, eps)
model = shell_solvent(q, a, eps, outer)

# Surface charge, absence of volume charge, and the factor one half
assert close(model["G"], G)
assert close(model["bound"][0], -(1 - 1 / eps) * q)
assert np.max(np.abs(model["bound"][1:-1])) < 1e-7 * q
assert close(model["bound"][-1], (1 - 1 / eps) * q)
cost = model["mutual"] + model["local"]
assert close(cost, -0.5 * model["interaction"])
near = shell_solvent(q, a, eps, 5 * a)
assert close(near["G"], G * (1 - 1 / 5), 1e-9)

# Charging: integrate the surface potential of the shell model over charge
nodes, weights = np.polynomial.legendre.leggauss(4)
charges = 0.5 * q * (nodes + 1)
phi_vac = coulomb * charges / a
phi_med = phi_vac + np.array(
    [shell_solvent(c, a, eps, outer)["potential"] for c in charges])
work_vac = 0.5 * q * np.sum(weights * phi_vac)
work_med = 0.5 * q * np.sum(weights * phi_med)
assert close(work_vac, K)
assert close(work_med, K / eps, 2e-4)  # small remainder of large terms
assert close(work_med - work_vac, G)

# Field energy: quadrature of E.D/2 with fields from the shell charges
nodes, weights = np.polynomial.legendre.leggauss(10)
r = model["r"]
half = 0.5 * np.diff(r)[:, None]
radius = 0.5 * (r[:-1] + r[1:])[:, None] + half * nodes
enclosed = (q + np.cumsum(model["bound"])[:-1])[:, None]
E_med = coulomb * enclosed / radius**2
D_med = eps0 * E_med + model["s"][:, None] / (4 * np.pi * radius**2)
E_vac = coulomb * q / radius**2
volume = 4 * np.pi * radius**2 * half * weights
field_med = np.sum(0.5 * E_med * D_med * volume)
field_vac = np.sum(0.5 * eps0 * E_vac**2 * volume)
assert close(field_med - field_vac, G)

# A uniformly charged sphere has a constant potential inside
for offset in (0.0, 0.3, 0.8):
    mean_inverse = 0.5 * quad(
        lambda u: 1 / np.sqrt(1 + offset**2 - 2 * offset * u), -1, 1)[0]
    assert close(mean_inverse, 1.0, 1e-9)


# Entropy and enthalpy from temperature differences of the shell energy
def G_at(temp, eps_ref, deps, expansion):
    radius_T = a * (1 + expansion * (temp - T))
    eps_T = eps_ref + deps * (temp - T)
    return shell_solvent(q, radius_T, eps_T, outer)["G"]


step = 0.5
expansion = 1e-4
for case in ((80.0, -0.4, 0.0), (2.0, -0.002, 0.0), (80.0, -0.4, expansion)):
    up, down = G_at(T + step, *case), G_at(T - step, *case)
    S_numeric = -(up - down) / (2 * step)
    S_formula = born_S(q, a, *case)
    assert close(S_numeric, S_formula, 1e-4)
    H_numeric = ((up / (T + step) - down / (T - step))
                 / (1 / (T + step) - 1 / (T - step)))
    assert close(H_numeric, born_G(q, a, case[0]) + T * S_formula, 1e-4)

# Mean-field dipole gas: entropy from the orientation distribution
density, dipole, a_gas = 1e27, 6e-30, 20e-9
eps_gas = 1 + density * dipole**2 / (3 * eps0 * kB * T)
slope_gas = -(eps_gas - 1) / T
u, wu = np.polynomial.legendre.leggauss(20)
t_nodes, t_weights = np.polynomial.legendre.leggauss(4)
S_dipoles = 0.0
for t, wt in zip(0.5 * (t_nodes + 1), 0.5 * t_weights):
    distance = a_gas / t
    x = dipole * coulomb * e / (eps_gas * distance**2) / (kB * T)
    g = np.exp(x * u)
    g /= 0.5 * np.sum(wu * g)
    entropy = -kB * 0.5 * np.sum(wu * g * np.log(g))
    S_dipoles += wt * 4 * np.pi * a_gas**3 / t**4 * density * entropy
S_gas = born_S(e, a_gas, eps_gas, slope_gas)
assert close(S_dipoles, S_gas, 1e-4)  # weak-field expansion error
gas = shell_solvent(e, a_gas, eps_gas, 1e6 * a_gas)
U_gas = gas["interaction"] + gas["mutual"]
assert close(U_gas, born_G(e, a_gas, eps_gas) + T * S_gas)
assert close(U_gas, -born_K(e, a_gas) * (1 - 1 / eps_gas**2))
assert close(gas["local"], -T * S_dipoles, 1e-4)
x_surface = dipole * coulomb * e / (eps_gas * a_gas**2) / (kB * T)

kJ = NA / 1000
S = born_S(q, a, eps, slope)
S_low = born_S(q, a, 2.0, -0.002)
G_low = born_G(q, a, 2.0)
S_exp = born_S(q, a, eps, slope, expansion)
print(f"ion charge: {q / e:.0f} e")
print(f"ion radius: {a * 1e9:.1f} nm")
print(f"temperature: {T:.0f} K")
print(f"solvent 1 permittivity: {eps:.0f}")
print(f"solvent 1 d(eps)/dT: {slope:.1f} 1/K")
print(f"charging work in vacuum K: {work_vac * kJ:.2f} kJ/mol")
print(f"charging work in solvent 1: {work_med * kJ:.2f} kJ/mol")
print(f"dG by charging: {(work_med - work_vac) * kJ:.2f} kJ/mol")
print(f"dG by field energy: {(field_med - field_vac) * kJ:.2f} kJ/mol")
print(f"dG by surface charge: {model['G'] * kJ:.2f} kJ/mol")
print(f"dG by Born formula: {G * kJ:.2f} kJ/mol")
print(f"dG by Born formula, per ion: {G / e:.4f} eV")
print(f"bound charge at ion surface: {model['bound'][0] / e:.4f} e")
print(f"reaction potential: {model['potential']:.4f} V")
print(f"ion-solvent interaction: {model['interaction'] * kJ:.2f} kJ/mol")
print(f"total polarization cost: {cost * kJ:.2f} kJ/mol")
print(f"  bound-charge repulsion: {model['mutual'] * kJ:.2f} kJ/mol")
print(f"  local polarization cost: {model['local'] * kJ:.2f} kJ/mol")
print(f"dS solvent 1, fixed radius: {S * NA:.2f} J/(mol K)")
print(f"T dS solvent 1: {T * S * kJ:.2f} kJ/mol")
print(f"dH solvent 1: {(G + T * S) * kJ:.2f} kJ/mol")
print("solvent 2 permittivity: 2; d(eps)/dT: -0.002 1/K")
print(f"dG solvent 2: {G_low * kJ:.2f} kJ/mol")
print(f"dS solvent 2: {S_low * NA:.2f} J/(mol K)")
print(f"T dS solvent 2: {T * S_low * kJ:.2f} kJ/mol")
print(f"dH solvent 2: {(G_low + T * S_low) * kJ:.2f} kJ/mol")
print(f"radius expansion d(ln a)/dT: {expansion:.1e} 1/K")
print(f"radius term in dS, solvent 1: {(S_exp - S) * NA:.2f} J/(mol K)")
print(f"dS solvent 1 with expansion: {S_exp * NA:.2f} J/(mol K)")
print(f"dipole gas number density: {density:.1e} 1/m^3")
print(f"dipole gas dipole moment: {dipole:.1e} C m")
print(f"dipole gas sphere radius: {a_gas * 1e9:.0f} nm")
print(f"dipole gas permittivity: {eps_gas:.4f}")
print(f"dipole gas x at sphere surface: {x_surface:.5f}")
print(f"dipole gas dS, orientations: {S_dipoles * NA:.4f} J/(mol K)")
print(f"dipole gas dS, Born formula: {S_gas * NA:.4f} J/(mol K)")
print("tests ok")
```

Printed output:

```
ion charge: 1 e
ion radius: 0.2 nm
temperature: 300 K
solvent 1 permittivity: 80
solvent 1 d(eps)/dT: -0.4 1/K
charging work in vacuum K: 347.34 kJ/mol
charging work in solvent 1: 4.34 kJ/mol
dG by charging: -343.00 kJ/mol
dG by field energy: -343.00 kJ/mol
dG by surface charge: -343.00 kJ/mol
dG by Born formula: -343.00 kJ/mol
dG by Born formula, per ion: -3.5549 eV
bound charge at ion surface: -0.9875 e
reaction potential: -7.1098 V
ion-solvent interaction: -685.99 kJ/mol
total polarization cost: 343.00 kJ/mol
  bound-charge repulsion: 338.71 kJ/mol
  local polarization cost: 4.29 kJ/mol
dS solvent 1, fixed radius: -21.71 J/(mol K)
T dS solvent 1: -6.51 kJ/mol
dH solvent 1: -349.51 kJ/mol
solvent 2 permittivity: 2; d(eps)/dT: -0.002 1/K
dG solvent 2: -173.67 kJ/mol
dS solvent 2: -173.67 J/(mol K)
T dS solvent 2: -52.10 kJ/mol
dH solvent 2: -225.77 kJ/mol
radius expansion d(ln a)/dT: 1.0e-04 1/K
radius term in dS, solvent 1: -34.30 J/(mol K)
dS solvent 1 with expansion: -56.01 J/(mol K)
dipole gas number density: 1.0e+27 1/m^3
dipole gas dipole moment: 6.0e-30 C m
dipole gas sphere radius: 20 nm
dipole gas permittivity: 1.3272
dipole gas x at sphere surface: 0.00393
dipole gas dS, orientations: -2.1507 J/(mol K)
dipole gas dS, Born formula: -2.1507 J/(mol K)
tests ok
```
